# Does one electron mean-free-path curve fit all resists below 20 eV?

**Question**

I am modelling the slow secondary electrons in a lithography resist. For the inelastic mean free path I use the "universal curve": a minimum at some tens of eV, and below it a steep rise, roughly as $E^{-2}$. I apply it to every resist, down to a few eV. A colleague says that it means nothing below about 20 eV, because band gaps and vibrations take over. But the curve works tolerably at several hundred eV for very different materials. Why should it stop working, and how large is the error?

**Answer**

Your colleague is right in substance. The likeness at high energy rests on a sum rule, whereas the $E^{-2}$ rise rests on the Fermi sea of a metal, which a resist does not have. Below its gap a resist can even show the opposite trend, a mean free path that shrinks as the electron slows.

I use Hartree atomic units in formulas, and eV and nm for numbers. Let $E$ be the electron's energy above the lowest empty level: the conduction-band edge of a resist, the Fermi level of a metal. An electron that enters from vacuum with kinetic energy $T$ has $E=T+\chi$ in a resist of electron affinity $\chi$, and $E=T+\Phi$ in a metal of work function $\Phi$. At a few eV this shift matters.

**One formula for all losses**

Let the electron have wave number $k$ and free-electron dispersion, and let it give momentum $\mathbf q$ and energy $\omega$ to a cold, isotropic medium. In the first Born approximation, without exchange, the golden rule gives the rate

$$\Gamma=2\pi\int\!\frac{d^3q}{(2\pi)^3}\int\! d\omega\left(\frac{4\pi}{q^2}\right)^2 S(q,\omega)\,\delta\!\left(\omega-kq\mu+\tfrac{q^2}{2}\right).$$

Here $\mu$ is the cosine of the angle between $\mathbf k$ and $\mathbf q$, and $S$ is the sum of squared density matrix elements per volume, at excitation energy $\omega$. The density response $\chi_\rho$ has a pole at each excitation, so $\mathrm{Im}\,\chi_\rho=-\pi S$ for $\omega>0$. Since $1/\varepsilon=1+(4\pi/q^2)\chi_\rho$, the loss function $L=\mathrm{Im}[-1/\varepsilon]$ equals $(4\pi^2/q^2)S$, and therefore $(4\pi/q^2)^2S=4L/q^2$.

With $d^3q=2\pi q^2\,dq\,d\mu$, the delta function contributes $1/(kq)$. The factors are $2\pi\cdot2\pi\cdot4/(8\pi^3)=2/\pi$. Dividing $\Gamma$ by the speed $k$ gives

$$\frac1\lambda=\frac{2}{\pi k^2}\int d\omega\int_{k-k'}^{k+k'}\frac{dq}{q}\,L(q,\omega),\qquad k'^2=k^2-2\omega .$$

The limits come from $\mu\le1$, that is $q^2-2kq+2\omega\le0$. An extra factor $\omega$ in the integrand gives the energy loss per path length. In a metal one also needs $\omega\le E$, since the states below the Fermi level are full.

**Why materials look alike at high energy**

Causality ties the real part of $1/\varepsilon$ to $L$:

$$\mathrm{Re}\frac1{\varepsilon(q,\omega)}=1-\frac2\pi\,\mathrm{P}\!\!\int_0^\infty\frac{\omega' L(q,\omega')}{\omega'^2-\omega^2}\,d\omega'.$$

At very high $\omega$ the electrons respond as free ones, $1/\varepsilon\to1+\omega_p^2/\omega^2$, where $\omega_p^2=4\pi\times$ (valence-electron density). Comparing the $1/\omega^2$ terms gives the sum rule $\int\omega L\,d\omega=\pi\omega_p^2/2$.

For a fast electron in a resist, $k^2=2E$ and the prefactor is $1/(\pi E)$. The lower limit is $k-k'\approx\omega/k$, so the $q$ integral contains $L(0,\omega)\ln k$, plus terms that tend to constants. With $\ln k=\tfrac12\ln(2E)$,

$$\frac1\lambda\to\frac{\mathcal S\ln E+c}{2\pi E},\qquad \mathcal S=\int L(0,\omega)\,d\omega=\frac{\pi\omega_p^2}{2\bar\omega},$$

where $\bar\omega=\int\omega L\,d\omega/\int L\,d\omega$ at $q=0$ is the mean loss energy. A metal has the same limit once $E$ is far above its Fermi energy. The leading term knows only the electron density and $\bar\omega$; details sit in $c$. With $E$ in hartree, $c$ is not small at several hundred eV: for resist W below it still supplies about a third of the numerator at 500 eV. This is a likeness between similar media, not a law for all matter.

**Where the inverse-square rise comes from**

In an electron gas with Fermi wave number $k_F$, a small energy $\omega$ can excite only electrons within $\omega$ of the Fermi surface. In the random-phase approximation, for $q<2k_F$,

$$\mathrm{Im}\,\varepsilon=\frac{4\pi^2}{q^2}\,\omega\int\!\frac{2\,d^3p}{(2\pi)^3}\,\delta\!\left(\tfrac{p^2}2-\tfrac{k_F^2}2\right)\delta\!\left(\mathbf p\cdot\mathbf q+\tfrac{q^2}2\right).$$

The first delta function fixes $p=k_F$ and leaves $k_F/(2\pi^2)$ times the integral over the angle cosine; the second then gives $1/(k_Fq)$. The integral is $1/(2\pi^2q)$, so $\mathrm{Im}\,\varepsilon=2\omega/q^3$. To lowest order $L=2\omega/[q^3\varepsilon(q,0)^2]$ and $k\approx k_F$. With $\int_0^E\omega\,d\omega=E^2/2$,

$$\frac1\lambda=\frac{2E^2}{\pi k_F^2}\int_0^{2k_F}\frac{dq}{q^4\,\varepsilon(q,0)^2}.$$

The integral converges because $\varepsilon(q,0)\propto q^{-2}$ at small $q$. One power of $E$ counts the possible losses, the other the electrons that can take them up. Both need occupied states right up to the lowest empty one.

**What a gap does**

In a resist the slowed electron must stay at or above the band edge, and a free electron-hole pair costs at least the gap $E_g$. Energy conservation then demands $E\ge E_g$. This does not depend on the Born approximation. If bound excitons exist, the lowest excitation energy replaces $E_g$.

The gap alone does not fix the threshold. Take a direct gap, parabolic bands, electron mass 1, hole mass $m_h$ and conserved momentum. The final state has two electrons and a hole with total momentum $k$. Their kinetic energy is least when all three share one velocity $v=k/(2+m_h)$, and it is then $k^2/[2(2+m_h)]=E/(2+m_h)$. Setting $E=E_g+E/(2+m_h)$ gives

$$E_{\rm th}=E_g\,\frac{2+m_h}{1+m_h}.$$

For an 8 eV gap this is 12 eV at $m_h=1$, and close to 8 eV for very heavy holes. So two solids with equal gaps can have different thresholds. Localized holes, or disorder that relaxes momentum conservation, bring the threshold back towards $E_g$.

For numbers I need a loss function with a gap. I take heavy holes and

$$L(q,\omega)=\frac{C(q)\,\gamma\,\omega}{(\omega_q^2-\omega^2)^2+\gamma^2\omega^2}\quad(\omega>E_g),\qquad \omega_q=\omega_0+\tfrac{q^2}2,$$

with $L=0$ below $E_g$ and $C(q)$ set by the sum rule. Just above the gap $k'$ is small, so $\ln[(k+k')/(k-k')]\approx2k'/k=2\sqrt{(E-\omega)/E}$. Since $\int_{E_g}^E\sqrt{E-\omega}\,d\omega=\tfrac23(E-E_g)^{3/2}$,

$$\frac1\lambda\approx\frac{4}{3\pi}\,L(k,E_g)\left(\frac{E-E_g}{E}\right)^{3/2}.$$

The electronic mean free path diverges at $E_g$, not at zero. The power $3/2$ belongs to the step in this model's $L$, which is a choice and does not follow from heavy holes; another onset gives another power. A square-root onset, as for a flat hole band and a parabolic conduction band, gives $\int_{E_g}^E\sqrt{\omega-E_g}\sqrt{E-\omega}\,d\omega\propto(E-E_g)^2$.

**What vibrations do**

Let a polar vibration of energy $\omega_v$ have a loss function $A\,\delta(\omega-\omega_v)$, independent of $q$. Let $\varepsilon_\infty$ be the dielectric constant from the electrons alone and $\varepsilon_0$ the value with this vibration included. In a real polymer $\varepsilon_0$ must be taken just below the vibrational frequency: the measured static constant also contains slow dipolar relaxation, which does not belong to this loss. The causality relation at zero frequency gives $1/\varepsilon_0=1/\varepsilon_\infty-2A/(\pi\omega_v)$, hence $A=\tfrac\pi2\omega_v\Delta$ with $\Delta=1/\varepsilon_\infty-1/\varepsilon_0$. Insert this in the formula for $1/\lambda$, with $k^2=2E$. At temperature $\mathcal T$ emission gains the factor $n+1$, where $n=1/(e^{\omega_v/k_B\mathcal T}-1)$:

$$\frac1{\lambda_{\rm em}}=(n+1)\frac{\Delta\,\omega_v}{2E}\ln\frac{k+k'}{k-k'} .$$

Absorption has $n$ instead of $n+1$, $k'^2=k^2+2\omega_v$, and $|k-k'|$ in the logarithm. Multiplying numerator and denominator by $k+k'$ turns the emission ratio into $(k+k')^2/(2\omega_v)\approx4E/\omega_v$ for $E\gg\omega_v$; absorption gives the same limit. The rates add, while the energies gained and lost subtract:

$$\frac1{\lambda_v}\approx(2n+1)\frac{\Delta\,\omega_v}{2E}\ln\frac{4E}{\omega_v},\qquad -\frac{dE}{ds}\approx\frac{\Delta\,\omega_v^2}{2E}\ln\frac{4E}{\omega_v}.$$

Thus, for $E\gg\omega_v$, $\lambda_v$ grows roughly as $E/\ln(4E/\omega_v)$: slower electrons collide more often. The trend ends near $E\approx2\omega_v$; below $\omega_v$ emission is closed and $\lambda_v$ is long again.

**Three media of equal electron density**

All three have $\omega_p=18$ eV. One is an electron gas. The other two are model resists with round parameters, $\omega_0=22$ eV and $\gamma=12$ eV:

- Resist N: gap 4 eV, $\omega_v=0.08$ eV, $\varepsilon_0-\varepsilon_\infty=5$.
- Resist W: gap 8 eV, $\omega_v=0.10$ eV, $\varepsilon_0-\varepsilon_\infty=0.5$.

The causality relation at $\omega=0$, with the electronic $L$, gives $\varepsilon_\infty=2.68$ for N and 2.39 for W, so $\Delta=0.243$ and $0.0724$. The double integrals were done by Gauss quadrature. The gas uses the full random-phase dielectric function, including its plasmon line.

Electronic mean free paths in nm:

| $E$ (eV) | gas | N | W |
|---|---|---|---|
| 3 | 17.8 | none | none |
| 6 | 5.8 | 15.9 | none |
| 10 | 2.8 | 5.4 | 28.6 |
| 20 | 1.1 | 2.5 | 3.7 |
| 50 | 0.34 | 0.76 | 0.80 |
| 1000 | 2.1 | 3.2 | 3.3 |

"None" means that the process is closed. In this table N and W differ through the gap alone. Their ratio W/N is 5.3 at 10 eV, 1.5 at 20 eV and 1.02 at 1000 eV. The largest and smallest of the three values differ by a factor of 10 at 10 eV and still by 1.55 at 1000 eV. Most of that last factor is the mean loss energy. At $q=0$ the gas has a single line at 18 eV, while W has $\bar\omega=26.3$ eV, and $26.3/18=1.46$.

Even the gas leaves the inverse-square law early. The low-energy formula gives 13 nm at 3 eV and 1.2 nm at 10 eV, against 17.8 and 2.8 nm from the full integral.

Now add the vibrations at 300 K, where $k_B\mathcal T=0.0259$ eV. For W at 3 eV, $n=0.02$ and

$$\frac1{\lambda_v}\approx1.04\times0.0724\times\frac{0.10}{6}\times\ln120=0.0060\ \text{per bohr},$$

which is a mean free path of 8.8 nm. The total inelastic mean free paths in nm, with all channels of the model, are:

| $E$ (eV) | gas | N | W |
|---|---|---|---|
| 3 | 17.8 | 3.0 | 8.8 |
| 6 | 5.8 | 3.9 | 15.4 |
| 10 | 2.8 | 3.2 | 12.9 |
| 15 | 1.6 | 2.6 | 5.4 |
| 20 | 1.1 | 2.1 | 3.4 |

At equal $E$, a curve taken from the gas errs in both directions. At 10 eV it is too short for W by a factor of 4.6; at 3 eV it is too long for N by a factor of 6. These factors depend on the energy zero. If the media are compared at equal vacuum energy $T$ and $\Phi>\chi$, the electron has the larger $E$ in the gas, where its mean free path is then shorter; the first error grows and the second shrinks. In both resists the total is shorter at 3 eV than at 6 eV, where your curve would rise.

**A short mean free path is not fast stopping**

The energy loss per path length, in eV/nm, tells a different story:

| $E$ (eV) | gas | N | W |
|---|---|---|---|
| 3 | 0.11 | 0.025 | 0.011 |
| 6 | 0.67 | 0.32 | 0.006 |
| 10 | 2.3 | 1.2 | 0.31 |

At 3 eV, N has the shortest mean free path of the three, yet it takes energy from the electron more than four times more slowly than the gas does. The product of mean free path and energy loss per length is the mean loss per collision. For the gas it is $17.8\times0.111\approx2.0$ eV. The low-energy law explains this: losses are weighted by $\omega$ up to $E$, so their mean is $\int_0^E\omega^2d\omega\big/\int_0^E\omega\,d\omega=2E/3$. For W the product is $8.82\times0.0109\approx0.096$ eV, one vibrational quantum slightly reduced by absorption.

Among these energies, the energy losses of the two resists differ most at 6 eV. N can still create pairs and W cannot, and their energy losses differ by a factor of about 50.

Integrating $dE/(-dE/ds)$ from 3 to 1 eV, with the polar mode alone, gives a path of about 59 nm in N and 134 nm in W. A one-line estimate for W takes the loss at 2 eV, $0.0724\times0.10^2\times\ln80/4=7.9\times10^{-4}$ eV per bohr, or 0.015 eV/nm; 2 eV then takes about 133 nm. This is length along a crooked track, not displacement, and must not be read as resist blur.

**How far to trust this, and what to use**

The energy bound is firm. The numbers near and below 20 eV are model results: the Born approximation, free-electron dispersion and neglect of exchange are uncontrolled there. The vibrational loss was taken independent of $q$ up to $2k\approx0.94$ per bohr at 3 eV, an atomic scale; cutting it at 0.3 per bohr would lengthen $\lambda_v$ there by about 30%. For N the collision rate at 3 eV, $k/\lambda_v\approx0.23$ eV in energy units, exceeds $\omega_v$, so its vibrational numbers are only rough. I have also left out excitons, nonpolar and resonant vibrational losses, trapping, electron attachment and elastic scattering. Attachment can break bonds below the gap, so a closed pair channel does not mean that the chemistry stops.

For your simulation, replace the single curve by data for each resist: its lowest electronic excitation energy, its loss function at small and finite $q$, and its vibrational losses. State the energy zero, and carry the energy lost per collision along with the mean free path. A universal curve can still serve as a rough estimate at several hundred eV, for media of similar electron density and mean loss energy.
